# Density-of-states moments in the single-site coherent potential approximation: verification in Python

```python
"""
Result under test: for fixed nearest-neighbour hopping t (z neighbours) and
independent site energies V with mean 0, variance s2 and third moment m3, the
single-site coherent potential approximation (CPA) gives the density-of-states
moments M_0..M_7 exactly, and
    M_8(exact) - M_8(CPA) = 2 z t^4 s2^2,
    M_9(exact) - M_9(CPA) = 9 z t^4 s2 m3 + 9 z q t^5 s2^2,
where q is the number of common neighbours of two neighbouring sites.
Exact moments: enumeration of closed paths made of hops and stays.
CPA moments: contour integral of the numerically solved CPA Green function.
Energies are in eV.
"""
from collections import Counter
from itertools import combinations, combinations_with_replacement, product
import numpy as np

N_MAX = 9


def both_signs(half):
    return [tuple(sign * x for x in step) for step in half for sign in (1, -1)]


def return_counts(steps, longest):
    """counts[r][site] = number of r-hop walks between the origin and site."""
    origin = (0,) * len(steps[0])
    counts = [Counter({origin: 1})]
    for _ in range(longest):
        new = Counter()
        for site, number in counts[-1].items():
            for step in steps:
                new[tuple(a + b for a, b in zip(site, step))] += number
        counts.append(new)
    return counts


def closed_walks(steps, hops, counts):
    """All closed walks from the origin, as lists of visited sites."""
    def extend(walk, left):
        if left == 0:
            yield walk
            return
        for step in steps:
            site = tuple(a + b for a, b in zip(walk[-1], step))
            if site in counts[left - 1]:
                yield from extend(walk + [site], left - 1)
    yield from extend([(0,) * len(steps[0])], hops)


def path_tables(half):
    """tables[n][(hops, pattern)] = number of closed n-step paths; pattern
    labels the sites of successive stays, e.g. (0,1,0,1) for i,j,i,j.
    Paths with exactly one stay are left out: they average to zero."""
    steps = both_signs(half)
    counts = return_counts(steps, N_MAX)
    tables = [Counter() for _ in range(N_MAX + 1)]
    origin = (0,) * len(steps[0])
    for n in range(N_MAX + 1):
        tables[n][(n, ())] = counts[n][origin]
    for hops in range(N_MAX - 1):
        for walk in closed_walks(steps, hops, counts):
            for n in range(hops + 2, N_MAX + 1):
                for slots in combinations_with_replacement(range(hops + 1), n - hops):
                    label = {}
                    pattern = tuple([label.setdefault(walk[s], len(label)) for s in slots])
                    tables[n][(hops, pattern)] += 1
    return tables


def path_weight(key, t, levels, probs):
    hops, pattern = key
    weight = t ** hops
    for repeats in Counter(pattern).values():
        weight *= np.sum(probs * levels ** repeats)
    return weight


def path_moment(table, t, levels, probs):
    return sum(number * path_weight(key, t, levels, probs) for key, number in table.items())


def has_singleton(pattern):
    return 1 in Counter(pattern).values()


def is_crossed(pattern):
    return any(a == c and b == d and a != b for a, b, c, d in combinations(pattern, 4))


def band_energies(half, t, size=12):
    """Band on a periodic lattice; winding needs at least `size` hops."""
    k = 2 * np.pi * np.arange(size) / size
    mesh = np.meshgrid(*([k] * len(half[0])), indexing="ij")
    return sum(2 * t * np.cos(sum(s * m for s, m in zip(step, mesh))) for step in half).ravel()


def solve_cpa(energy, band, levels, probs):
    """Self-energy and local Green function from zero mean single-site scattering."""
    energy = np.atleast_1d(np.asarray(energy, dtype=complex))
    sigma = np.zeros_like(energy)
    for _ in range(200):
        local = np.mean(1 / (energy[:, None] - sigma[:, None] - band), axis=1)
        shifted = levels - sigma[:, None]
        mean_t = np.sum(probs * shifted / (1 - shifted * local[:, None]), axis=1)
        if np.max(np.abs(mean_t)) < 1e-15:
            break
        sigma = sigma + mean_t / (1 + mean_t * local)
    assert np.max(np.abs(mean_t)) < 1e-13
    return sigma, local


def cpa_moments(half, t, levels, probs):
    band = band_energies(half, t)
    radius = 2 * (np.max(np.abs(band)) + np.max(np.abs(levels)))
    contour = radius * np.exp(2j * np.pi * (np.arange(64) + 0.5) / 64)
    _, local = solve_cpa(contour, band, levels, probs)
    return np.array([np.mean(contour ** (n + 1) * local).real for n in range(N_MAX + 1)])


def ring_eigenvalues(site_energies, hopping):
    """Spectra of rings, one per row of site_energies; hopping[:, i] joins i, i+1."""
    configs, sites = site_energies.shape
    h = np.zeros((configs, sites, sites))
    for i in range(sites):
        j = (i + 1) % sites
        h[:, i, i] = site_energies[:, i]
        h[:, i, j] = h[:, j, i] = hopping[:, i]
    return np.linalg.eigvalsh(h)


def ring_moment(eigenvalues, weights, n):
    return np.sum(weights * np.mean(eigenvalues ** n, axis=1))


# ---- parameters of the worked example ----
t = 0.5
separation = 2.0
fraction = 0.25
probs = np.array([1 - fraction, fraction])


def binary_levels(delta):
    return np.array([-fraction * delta, (1 - fraction) * delta])


levels = binary_levels(separation)
s2, m3, m4 = [np.sum(probs * levels ** k) for k in (2, 3, 4)]
three_probs = np.array([0.5, 0.3, 0.2])
three_levels = np.array([-0.8, 0.3, 1.6])
three_levels = three_levels - np.sum(three_probs * three_levels)

lattices = {
    "chain": ([(1,)], 0, levels, probs),
    "triangular": ([(1, 0), (0, 1), (1, 1)], 2, three_levels, three_probs),
    "cubic": ([(1, 0, 0), (0, 1, 0), (0, 0, 1)], 0, levels, probs),
}

# ---- moments and path classes on three lattices ----
tables, exact, cpa = {}, {}, {}
for name, (half, common, lev, pro) in lattices.items():
    z = 2 * len(half)
    tables[name] = path_tables(half)
    exact[name] = np.array([path_moment(tab, t, lev, pro) for tab in tables[name]])
    cpa[name] = cpa_moments(half, t, lev, pro)
    gap = exact[name] - cpa[name]
    var, third = np.sum(pro * lev ** 2), np.sum(pro * lev ** 3)
    assert np.max(np.abs(gap[:8])) < 1e-6
    assert abs(gap[8] - 2 * z * t ** 4 * var ** 2) < 1e-5
    gap9 = 9 * z * t ** 4 * var * third + 9 * z * common * t ** 5 * var ** 2
    assert abs(gap[9] - gap9) < 1e-4
    for n in range(9):
        crossed = {key: number for key, number in tables[name][n].items()
                   if is_crossed(key[1]) and not has_singleton(key[1])}
        assert crossed == ({(4, (0, 1, 0, 1)): 2 * z} if n == 8 else {})
    kept = Counter(tables[name][8])
    del kept[(4, (0, 1, 0, 1))]
    assert abs(path_moment(kept, t, lev, pro) - cpa[name][8]) < 1e-5

# ---- shift of the energy zero leaves the eighth-moment gap unchanged ----
shift = 0.7
half = lattices["chain"][0]
ring_size = 10
choice = np.array(list(product((0, 1), repeat=ring_size)))
weights = np.prod(probs[choice], axis=1)
uniform_hop = np.full(choice.shape, t)
eig = ring_eigenvalues(levels[choice], uniform_hop)
for n in range(N_MAX + 1):
    assert abs(ring_moment(eig, weights, n) - exact["chain"][n]) < 1e-9
shifted_gap = (ring_moment(eig + shift, weights, 8)
               - cpa_moments(half, t, levels + shift, probs)[8])
assert abs(shifted_gap - 4 * t ** 4 * s2 ** 2) < 1e-4

# ---- scattering series about the CPA medium, on the ring ----
probe = 8.0
wave = 2 * np.pi * np.arange(ring_size) / ring_size
ring_band = 2 * t * np.cos(wave)
sigma, local = solve_cpa(probe, ring_band, levels, probs)
sigma, local = sigma[0].real, local[0].real
ring_gap = np.sum(weights * np.mean(1 / (probe - eig), axis=1)) - local
distance = np.arange(ring_size)
phase = np.cos(np.outer(distance, wave))
g = np.mean(phase / (probe - sigma - ring_band), axis=1)
g_squared = np.mean(phase / (probe - sigma - ring_band) ** 2, axis=1)
scatter = (levels - sigma) / (1 - (levels - sigma) * local)
t2, t3 = np.sum(probs * scatter ** 2), np.sum(probs * scatter ** 3)
four = np.sum(g_squared[1:] * g[1:] ** 3) * t2 ** 2
five = g_squared[0] * np.sum(g[1:] ** 4) * t2 * t3
error_four = abs(ring_gap / four - 1)
error_five = abs(ring_gap / (four + five) - 1)
assert error_four < 0.2 and error_five < 0.01 and error_five < 0.2 * error_four

# ---- neglected effects: correlated sites and random hopping, tested on the ring ----
spin = 2.0 * choice - 1
neighbour_product = spin * np.roll(spin, -1, axis=1)
equal = np.full(len(spin), 1 / len(spin))
ising = np.exp(0.2 * neighbour_product.sum(axis=1))
ising /= ising.sum()
spin_eig = ring_eigenvalues(spin, uniform_hop)
correlation = np.sum(ising * neighbour_product[:, 0])
for n in (2, 3):
    assert abs(ring_moment(spin_eig, ising, n) - ring_moment(spin_eig, equal, n)) < 1e-10
change4 = ring_moment(spin_eig, ising, 4) - ring_moment(spin_eig, equal, 4)
assert abs(change4 - 2 * 2 * t ** 2 * correlation) < 1e-10
spread_test = 0.3
hop_eig = ring_eigenvalues(spin, t * (1 + spread_test * neighbour_product))
change2 = ring_moment(hop_eig, equal, 2) - ring_moment(spin_eig, equal, 2)
assert abs(change2 - 2 * (spread_test * t) ** 2) < 1e-10

# ---- printed results for the simple cubic alloy ----
z = 6
M, C = exact["cubic"], cpa["cubic"]
print(f"Hopping t = {t} eV, neighbours z = {z}, clean band width = {2 * z * t:.1f} eV")
print(f"Level separation = {separation} eV, minority fraction = {fraction}")
print(f"Centred levels: majority {levels[0]:.2f} eV, minority {levels[1]:.2f} eV")
print(f"Site moments: s2 = {s2:.4f} eV^2, m3 = {m3:.4f} eV^3, m4 = {m4:.6f} eV^4")
print("Moments, simple cubic: n, exact, CPA (eV^n)")
for n in range(N_MAX + 1):
    print(f"  {n}  {M[n]:.6f}  {C[n] + 0.0:.6f}")
gap8 = 2 * z * t ** 4 * s2 ** 2
print(f"M8 gap: exact-CPA = {M[8] - C[8]:.6f}, formula = {gap8:.6f} eV^8")
print(f"M9 gap: exact-CPA = {M[9] - C[9]:.5f}, formula = {9 * z * t**4 * s2 * m3:.5f} eV^9")
print(f"M8 gap / exact M8 = {100 * gap8 / M[8]:.4f} percent")
print("Exact M8 by number of hops (eV^8):")
for hops in (0, 2, 4, 6, 8):
    part = Counter({k: v for k, v in tables["cubic"][8].items() if k[0] == hops})
    print(f"  {hops} hops: {path_moment(part, t, levels, probs):.6f}")
print("Number of 8-step paths with 4 hops and 4 stays, by order of stays:")
for name, pattern in (("iiii", (0, 0, 0, 0)), ("iijj", (0, 0, 1, 1)),
                      ("ijji", (0, 1, 1, 0)), ("ijij", (0, 1, 0, 1))):
    print(f"  {name}: {tables['cubic'][8][(4, pattern)]}")
print("M8 gap as percent of exact M8, for other level separations:")
for delta in (0.5, 1.0, 2.0, 4.0, 8.0, 16.0):
    lev = binary_levels(delta)
    total = path_moment(tables["cubic"][8], t, lev, probs)
    missing = 2 * z * t ** 4 * np.sum(probs * lev ** 2) ** 2
    print(f"  {delta:4.1f} eV: {100 * missing / total:.5f} percent")
print(f"Ring of {ring_size} sites at E = {probe} eV: exact-CPA G = {ring_gap:.5e} 1/eV")
print(f"  four-scattering term = {four:.5e}, five-scattering term = {five:.5e} 1/eV")
print(f"  relative error: four only {error_four:.2e}, four and five {error_five:.2e}")
alpha, spread = 0.05, 0.05
sro4 = 2 * z * t ** 2 * alpha * s2
hop2 = z * (spread * t) ** 2
print(f"Short-range order alpha = {alpha}: M4 change = {sro4:.5f} eV^4"
      f" = {100 * sro4 / M[4]:.3f} percent")
print(f"Hopping spread {100 * spread:.0f} percent rms: M2 change = {hop2:.5f} eV^2"
      f" = {100 * hop2 / M[2]:.3f} percent")
print("Same effects as changes of the energy M_n^(1/n):")
print(f"  CPA error, n=8: {1000 * (M[8] ** 0.125 - (M[8] - gap8) ** 0.125):.3f} meV")
print(f"  short-range order, n=4: {1000 * ((M[4] + sro4) ** 0.25 - M[4] ** 0.25):.3f} meV")
print(f"  hopping spread, n=2: {1000 * ((M[2] + hop2) ** 0.5 - M[2] ** 0.5):.3f} meV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Hopping t = 0.5 eV, neighbours z = 6, clean band width = 6.0 eV
Level separation = 2.0 eV, minority fraction = 0.25
Centred levels: majority -0.50 eV, minority 1.50 eV
Site moments: s2 = 0.7500 eV^2, m3 = 0.7500 eV^3, m4 = 1.312500 eV^4
Moments, simple cubic: n, exact, CPA (eV^n)
  0  1.000000  1.000000
  1  0.000000  -0.000000
  2  2.250000  2.250000
  3  0.750000  0.750000
  4  11.437500  11.437500
  5  7.500000  7.500000
  6  76.640625  76.640625
  7  71.203125  71.203125
  8  593.589844  593.167969
  9  698.109375  696.210937
M8 gap: exact-CPA = 0.421875, formula = 0.421875 eV^8
M9 gap: exact-CPA = 1.89844, formula = 1.89844 eV^9
M8 gap / exact M8 = 0.0711 percent
Exact M8 by number of hops (eV^8):
  0 hops: 6.410156
  2 hops: 49.500000
  4 hops: 137.953125
  6 hops: 225.000000
  8 hops: 174.726562
Number of 8-step paths with 4 hops and 4 stays, by order of stays:
  iiii: 1152
  iijj: 846
  ijji: 378
  ijij: 12
M8 gap as percent of exact M8, for other level separations:
   0.5 eV: 0.00087 percent
   1.0 eV: 0.01097 percent
   2.0 eV: 0.07107 percent
   4.0 eV: 0.08343 percent
   8.0 eV: 0.01632 percent
  16.0 eV: 0.00143 percent
Ring of 10 sites at E = 8.0 eV: exact-CPA G = 2.18950e-09 1/eV
  four-scattering term = 2.04141e-09, five-scattering term = 1.47746e-10 1/eV
  relative error: four only 7.25e-02, four and five 1.56e-04
Short-range order alpha = 0.05: M4 change = 0.11250 eV^4 = 0.984 percent
Hopping spread 5 percent rms: M2 change = 0.00375 eV^2 = 0.167 percent
Same effects as changes of the energy M_n^(1/n):
  CPA error, n=8: 0.197 meV
  short-range order, n=4: 4.506 meV
  hopping spread, n=2: 1.249 meV
ALL CHECKS PASSED
```
